# Renormalizing a Three-Dimensional Contact Interaction with the Vacuum Ladder

Two particles, each with the mass of an electron, interact only when they meet. Their scattering length is 10 Å, and momenta above a cutoff are discarded. When the cutoff is raised from 1 to 100 Å⁻¹, the coupling constant that keeps the scattering length fixed changes from −178.4 to −1.506 eV Å³, a factor of 118. The scattering amplitude at a relative energy of 0.05 eV changes by only 3.3% of its modulus at the higher cutoff. The coupling therefore describes the interaction together with the cutoff, and almost all of its change must cancel from what is observable. The theorem below shows how.

## Setting and statement

In the algebra $\hbar=1$; ordinary units return when $m$ is replaced by $m/\hbar^2$. The assumptions are these.

1. Two distinguishable particles of equal mass $m$, for instance with opposite spins, are alone in three-dimensional space.
2. The interaction is $g\,\delta(\mathbf r)$, with $\mathbf r$ the separation. Its matrix element between any two relative momenta is the constant $g$.
3. Relative momenta are restricted to $q<\Lambda$. Sums are per unit volume: $\sum_{\mathbf q}=\int d^3q/(2\pi)^3$.
4. $E$ is the energy in the centre-of-mass frame, and $k^2=mE$ with $\operatorname{Im}k\ge 0$. For scattering, $E>0$ means $E+i0$ and $0<k<\Lambda$.

Write $e_q=q^2/(2m)$. The relative kinetic energy is $2e_q=q^2/m$, because both particles move.

**Theorem.** Let the coupling depend on the cutoff through

$$\frac1g=\frac{m}{4\pi a}-\sum_{q<\Lambda}\frac1{2e_q},\qquad(1)$$

with a fixed real $a\neq0$. Then $a$ is the scattering length, and as $\Lambda\to\infty$ at fixed $k$ the scattering amplitude tends to

$$f=-\frac{1}{1/a+ik}.\qquad(2)$$

For $a>0$ there is one bound state in this limit, with energy $E_B=-1/(ma^2)$. For $a<0$ there is none.

## Lemma 1: in the vacuum only ladders remain

**Lemma 1.** The two-particle T-matrix does not depend on the relative momenta and obeys

$$\frac1{T(E)}=\frac1g-\Pi(E),\qquad \Pi(E)=\sum_{q<\Lambda}\frac1{E-2e_q+i0}.\qquad(3)$$

**Proof.** With no particles in the ground state, the propagator of a particle of energy $e$ is $G_0(\omega)=1/(\omega-e+i\eta)$ with $\eta\to0^+$. Its pole lies in the lower half-plane, so in time it propagates only forward. A closed loop would need a line running backward, so it vanishes; a loop made of a single line is the vacuum density, also zero. In frequency language, the particle-hole bubble $\int d\omega\,G_0(\omega)G_0(\omega+\Omega)$ has both poles in the lower half-plane, and closing the contour in the upper one gives zero.

What survives is two lines running forward, joined by instantaneous interactions. The interactions occur in the same time order along both lines, so they cannot cross. These diagrams are the ladders.

Between two rungs the pair propagates with

$$i\int\frac{d\omega}{2\pi}\,\frac1{\omega-e_1+i\eta}\;\frac1{E_{\rm tot}-\omega-e_2+i\eta}.$$

The first factor has its pole below the real axis, the second above. Closing below, clockwise, gives $-2\pi i$ times the residue at $\omega=e_1-i\eta$. The prefactor is $i(-2\pi i)/(2\pi)=1$, and the result is $1/(E_{\rm tot}-e_1-e_2+2i\eta)$.

For total momentum $\mathbf P$ the particles carry $\mathbf P/2\pm\mathbf q$. The cross terms cancel in the kinetic energy,

$$e_1+e_2=\frac{(\mathbf P/2+\mathbf q)^2+(\mathbf P/2-\mathbf q)^2}{2m}=\frac{P^2}{4m}+\frac{q^2}{m}.$$

With $E=E_{\rm tot}-P^2/(4m)$ the pair propagator becomes $1/(E-2e_q+i0)$.

Adding one rung to a ladder gives another ladder, so

$$T(\mathbf q',\mathbf q)=g+g\sum_{p<\Lambda}\frac{T(\mathbf p,\mathbf q)}{E-2e_p+i0}.$$

The right side does not contain $\mathbf q'$, hence $T$ does not depend on its first argument. It can then be taken out of the sum, leaving $T=g+g\Pi T$, whose solution is the same for every $\mathbf q$. Division by $gT$ gives (3). ∎

**Remark: no convergence is assumed.** Let $V$ be the interaction, $\mathcal G_0$ the free resolvent and $\mathcal G=(E-H)^{-1}$ the full one. Define $T=V+V\mathcal GV$. The identity $\mathcal G=\mathcal G_0+\mathcal G_0V\mathcal G$ gives

$$T=V+V\mathcal G_0(V+V\mathcal GV)=V+V\mathcal G_0T,$$

which is the same ladder equation. It holds even where the sum over rungs diverges.

## Lemma 2: the divergence does not depend on energy

**Lemma 2.** The sum in (1) equals $m\Lambda/(2\pi^2)=-\Pi(0)$, and for $|k|\ll\Lambda$

$$\Pi(E)-\Pi(0)=-\frac{imk}{4\pi}+\frac{mk^2}{2\pi^2\Lambda}+O\!\left(\frac{mk^4}{\Lambda^3}\right).\qquad(4)$$

**Proof.** The angular integral gives $\sum_{\mathbf q}=\frac1{2\pi^2}\int q^2dq$. Since $1/(2e_q)=m/q^2$, the sum in (1) is $\frac{m}{2\pi^2}\int_0^\Lambda dq$, as stated. At general energy,

$$\Pi(E)=\frac{m}{2\pi^2}\int_0^\Lambda\frac{q^2\,dq}{k^2-q^2}
=\frac{m}{2\pi^2}\left[-\Lambda+\int_0^\Lambda\frac{k^2\,dq}{k^2-q^2}\right],$$

because $q^2=k^2-(k^2-q^2)$. The term $-\Lambda$ is $\Pi(0)$. For the rest, use partial fractions,

$$\frac{k^2}{k^2-q^2}=\frac k2\left[\frac1{k+q}+\frac1{k-q}\right],$$

and take $\operatorname{Im}k>0$ first. Then $k+q$ and $k-q$ stay in the upper half-plane, where the principal logarithm is continuous. The two integrals are $\ln(\Lambda+k)-\ln k$ and $\ln k-\ln(k-\Lambda)$. The number $\Lambda-k$ has an argument between $-\pi$ and $0$, so $\ln(k-\Lambda)=\ln(\Lambda-k)+i\pi$. Therefore

$$\Pi(E)-\Pi(0)=\frac{m}{2\pi^2}\,\frac k2\left[\ln\frac{\Lambda+k}{\Lambda-k}-i\pi\right].\qquad(5)$$

The limit $\operatorname{Im}k\to0^+$ is the prescription $E+i0$. The logarithm is $2k/\Lambda+O(k^3/\Lambda^3)$, which gives (4). ∎

The loop diverges because a contact interaction scatters equally into all momenta. At $q\gg|k|$ the energy denominator is nearly $-q^2/m$ whatever $E$ is, so the divergent part is one constant. One constant, $1/g$, can absorb it.

## Lemma 3: what the scattering length fixes

**Lemma 3.** The scattering amplitude is $f=-mT/(4\pi)$, and the scattering length satisfies $T(0)=4\pi a/m$.

**Proof.** The scattering state is the incident wave plus the wave produced by $T$,

$$\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}+T\sum_{q<\Lambda}\frac{e^{i\mathbf q\cdot\mathbf r}}{E-q^2/m+i0}.$$

Without the cutoff, the sum is the function $G(r)$ that solves $\frac1m(\nabla^2+k^2)G=\delta(\mathbf r)$. Away from the origin $e^{ikr}/r$ satisfies the homogeneous equation. Near the origin it behaves as $1/r$, whose Laplacian is $-4\pi\delta(\mathbf r)$. Hence $G=-\frac{m}{4\pi}\frac{e^{ikr}}r$; the sign of the exponent is right because $G$ must decay when $\operatorname{Im}k>0$.

The cutoff removes a tail proportional to $\frac1r\int_\Lambda^\infty\frac{q\sin qr}{q^2-k^2}dq$. One integration by parts shows that this integral falls as $1/r$, so the tail falls as $1/r^2$ and leaves the coefficient of the outgoing wave unchanged. At large $r$, then, $\psi\to e^{i\mathbf k\cdot\mathbf r}+f\,e^{ikr}/r$ with $f=-mT/(4\pi)$.

The scattering length is defined by the zero-energy wave $1-a/r$ at large $r$. Comparison gives $f(0)=-a$, and so $T(0)=4\pi a/m$. ∎

## Proof of the theorem

**The amplitude.** Equation (3) at $E=0$ reads $1/g=1/T(0)+\Pi(0)$. With Lemmas 2 and 3 this is condition (1), so the parameter $a$ there is the scattering length at every cutoff. Inserting it into (3) at energy $E$ gives

$$\frac1{T(E)}=\frac{m}{4\pi a}-[\Pi(E)-\Pi(0)]
=\frac m{4\pi}\left[\frac1a+ik-\frac{2k^2}{\pi\Lambda}+O\!\left(\frac{k^4}{\Lambda^3}\right)\right].$$

The last term displayed comes from $\frac{mk^2}{2\pi^2\Lambda}=\frac m{4\pi}\frac{2k^2}{\pi\Lambda}$. Since $-1/f=4\pi/(mT)$,

$$-\frac1f=\frac1a+ik-\frac{2k^2}{\pi\Lambda}+O\!\left(\frac{k^4}{\Lambda^3}\right),\qquad(6)$$

and $\Lambda\to\infty$ gives (2).

**The bound state.** Bound states are poles of $T$ at negative energy, where $k=i\kappa$ with $\kappa>0$. The denominator of (2) becomes $1/a-\kappa$. It vanishes at $\kappa=1/a$, which is allowed only for $a>0$, and then $E_B=-\kappa^2/m=-1/(ma^2)$.

To see that this pole is a normalizable state, write the Schrödinger equation in momentum space,

$$\left(E_B-\frac{q^2}m\right)\varphi(\mathbf q)=C,\qquad C=g\sum_{\mathbf p}\varphi(\mathbf p).$$

It gives $\varphi=-mC/(q^2+\kappa^2)$. The norm contains

$$\sum_{\mathbf q}\frac1{(q^2+\kappa^2)^2}=\frac1{2\pi^2}\int_0^\infty\frac{q^2\,dq}{(q^2+\kappa^2)^2}=\frac1{2\pi^2}\,\frac{\pi}{4\kappa}=\frac1{8\pi\kappa},$$

so a unit norm requires $|C|^2=8\pi\kappa/m^2$.

The T-matrix must agree. From $T=V+V\mathcal GV$, its residue at $E_B$ is $|C|^2$. From (2), $T=\frac{4\pi}m\big/\big(\frac1a-\sqrt{-mE}\big)$. The derivative of this denominator with respect to $E$ is $m/(2\sqrt{-mE})$, equal to $m/(2\kappa)$ at the pole. The residue is $\frac{4\pi}m\frac{2\kappa}m=8\pi\kappa/m^2$, as required.

For $a<0$ the denominator of (2) vanishes at $k=-i/|a|$. This violates $\operatorname{Im}k\ge0$, and the corresponding wave $e^{ikr}/r=e^{r/|a|}/r$ grows with distance. It is called a virtual state and is not a bound state. ∎

## The example in numbers

The parameters are $a=\pm10$ Å and $E=0.05$ eV. Only the mass is taken from the electron; the particles have no charge. With $\hbar^2/m=7.620$ eV Å², the wave number is $k=\sqrt{0.05/7.620}=0.0810$ Å⁻¹.

Multiplying numerator and denominator of (2) by $1/a-ik$ gives, for $a=+10$ Å,

$$f=-\frac{1/a-ik}{1/a^2+k^2}=\frac{-0.1000+0.0810\,i}{0.01656}\ \text{Å}=(-6.04+4.89\,i)\ \text{Å}.$$

For $a=-10$ Å the real part changes sign. The amplitude is isotropic, so the cross section is

$$\sigma=4\pi|f|^2=\frac{4\pi}{1/a^2+k^2}=759\ \text{Å}^2$$

in both cases. In this zero-range limit the cross section alone cannot reveal whether a bound state exists. The phase shift can: writing $f=1/(k\cot\delta-ik)$ gives $\tan\delta=-ka$, hence $\delta=-39.0°$ for positive and $+39.0°$ for negative $a$, up to multiples of 180°. For an interaction of finite range this sign concerns only the shallow state near threshold. A Gaussian well $-V_0e^{-r^2/b^2}$ with $b=0.4$ Å and $V_0=17.6\,\hbar^2/(mb^2)$ has $a=-10$ Å and $\delta=+38°$ at this energy, yet it holds a deep bound state near −333 eV.

For $k|a|\ll1$ the amplitude is $-a$ and $\sigma=4\pi a^2$. For $k|a|\gg1$ it is $i/k$, and the scattering length drops out.

For $a=+10$ Å the bound energy is $-7.620/10^2=-0.0762$ eV, or −0.00280 hartree. The position-space state follows from the transform of $1/(q^2+\kappa^2)$, which is $e^{-\kappa r}/(4\pi r)$:

$$\varphi(r)=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}r,\qquad
\langle r\rangle=2\kappa\int_0^\infty r\,e^{-2\kappa r}dr=\frac1{2\kappa}=\frac a2=5\ \text{Å}.$$

The particles are thus held together by an interaction that acts at zero separation, while their typical distance is set by $a$.

## Remarks on the cutoff

**Why the coupling runs while the amplitude hardly moves.** At $\Lambda=1$ Å⁻¹, condition (1) gives

$$g=\frac{7.620}{\frac1{4\pi\cdot10}-\frac1{2\pi^2}}=\frac{7.620}{0.00796-0.05066}=-178.4\ \text{eV Å}^3.$$

The second term dominates and grows with $\Lambda$, so $g$ approaches $-2\pi^2/(m\Lambda)$ and tends to zero. In the amplitude this term cancels. By (6) the remaining relative error of $f$ is, to leading order, $|f|\,2k^2/(\pi\Lambda)$. With $|f|=7.77$ Å and $\Lambda=1$ Å⁻¹ this is 3.2%, which accounts for the change quoted at the start.

Comparing (6) with $k\cot\delta=-1/a+\frac12r_ek^2$ shows that the sharp cutoff acts as an effective range $r_e=4/(\pi\Lambda)$: 1.27 Å at the lowest cutoff and 0.013 Å at the highest.

Probability is conserved at each finite $\Lambda>k$. By (5) the imaginary part of $1/f$ is $-k$ for real $k$, and therefore $\operatorname{Im}f=-|f|^2\operatorname{Im}(1/f)=k|f|^2$.

**The bound state at finite cutoff.** A pole of (3) at $E=-\kappa^2/m$ requires

$$\frac1g=-\frac m{2\pi^2}\int_0^\Lambda\frac{q^2dq}{q^2+\kappa^2}=-\frac m{2\pi^2}\left[\Lambda-\kappa\arctan\frac\Lambda\kappa\right].\qquad(7)$$

Inserting (1), the terms in $\Lambda$ cancel and

$$\frac1a=\frac{2\kappa}\pi\arctan\frac\Lambda\kappa.\qquad(8)$$

The right side equals $\frac2\pi\int_0^\Lambda\frac{\kappa^2dq}{q^2+\kappa^2}$, so it rises steadily with $\kappa$ from 0 to $2\Lambda/\pi$. There is one solution if $0<1/a<2\Lambda/\pi$, and otherwise none. By (1), the upper limit is the condition $g<0$.

For $\Lambda\gg\kappa$, $\arctan(\Lambda/\kappa)\approx\pi/2-\kappa/\Lambda$, and (8) gives $\kappa\approx\frac1a+\frac2{\pi\Lambda a^2}$. The binding is too strong by the fraction $4/(\pi\Lambda a)$. The energies at $\Lambda=1$, 10 and 100 Å⁻¹ are −0.0877, −0.0772 and −0.0763 eV. The last two exceed the limit by 1.3% and 0.13%, as the estimate says. At the lowest cutoff the excess is 15% against an estimate of 13%, since there $\Lambda a$ is only 10.

**When the rungs can be summed one by one.** At zero energy each further interaction multiplies a ladder by

$$x=g\,\Pi(0)=\frac{-m\Lambda/(2\pi^2)}{m/(4\pi a)-m\Lambda/(2\pi^2)}=\frac1{1-\pi/(2\Lambda a)}.$$

For $a<0$, $x$ lies between 0 and 1 and the series converges. For $a>0$ with $g<0$, $x>1$ and it diverges. By the previous remark, this second case is the one with a bound state. In the remaining case, $g>0$, $x$ is negative; it lies below $-1$ for $\pi/(4\Lambda)<a<\pi/(2\Lambda)$, so the series can also diverge when nothing binds.

The sum of the ladders with up to $N$ interactions is $g(1-x^N)/(1-x)$. Since $g/(1-x)=T(0)$, it corresponds to an apparent scattering length

$$a_N=a\,(1-x^N).$$

At $\Lambda=1$ Å⁻¹ and $a=-10$ Å, $x=0.864$, and 5, 20 and 40 interactions give −5.18, −9.46 and −9.97 Å. For $a=+10$ Å, $x=1.186$, and the same truncations give −13.5, −295 and −9291 Å, with the wrong sign and growing. At zero energy, then, no finite number of rungs replaces the solution of the ladder equation when the pair can bind. Below the bound energy the situation differs: $g\Pi(E)$ equals 1 at $E_B$ and decreases toward 0 as $E$ falls further, so there the series converges.

**A coupling that is kept fixed.** Solving (1) for the scattering length gives

$$\frac1a=\frac{4\pi}{mg}+\frac{2\Lambda}\pi.$$

At fixed $g$ of either sign, $a\to0$ as $\Lambda\to\infty$. If $g$ keeps its value from $\Lambda=1$ Å⁻¹, the scattering length falls from 10 Å to 0.172 Å at 10 Å⁻¹ and to 0.0158 Å at 100 Å⁻¹.

For $g<0$ the bound state does not fade along with $a$. Equation (7) requires $\Lambda-\kappa\arctan(\Lambda/\kappa)$ to stay at the constant $2\pi^2/(m|g|)$. If $\kappa/\Lambda$ stayed bounded, this difference would grow in proportion to $\Lambda$. Hence $\kappa$ must grow faster than $\Lambda$, and the energy falls without limit. For two particles, a contact interaction in three dimensions is therefore specified by $a$, and a value of $g$ has a meaning only together with its cutoff. This does not carry over to three particles that all interact: with equal masses and the same $a=10$ Å for every pair, the three-body ground energy of this model is about −1.7, −84 and −7700 eV at $\Lambda=1$, 10 and 100 Å⁻¹, so it is not fixed by $a$.

## Where the result applies

The amplitude of an interaction of finite range can be replaced by (2) when both $1/k$ and $|a|$ are much larger than the range, provided its effective range $r_e$ is of the order of the range, so that $\frac12 r_ek^2$ is small beside $|1/a+ik|$, and higher partial waves are negligible. As an illustration, two attractive Gaussian potentials proportional to $-e^{-r^2/b^2}$ were tuned to $a=+10$ Å. For $b=0.4$ and 0.2 Å their bound energies are −0.0808 and −0.0784 eV, below the contact value by 6.0% and 2.9% of it. Halving the range roughly halves the difference. The numerical check also compares their scattering amplitudes with (2), for both signs of $a$, and checks the ladder results against direct diagonalization of the cutoff Hamiltonian.

The proof also needs an empty vacuum. In a medium, filled states give propagators with poles in the upper half-plane, and Lemma 1 no longer removes the particle-hole processes. Two identical fermions in the same spin state are excluded as well: their wave function vanishes at $r=0$, so the contact interaction does not act on them.

## Values computed for the example and the checks

```
particle mass: 1.0 electron masses
scattering length magnitude: 10.0 angstrom
relative energy: 0.050 eV
hbar^2/m: 7.61996 eV angstrom^2
relative wave number k: 0.081004 1/angstrom
k a for positive a: 0.81004 (no unit)
Limit of infinite cutoff
a=+10 angstrom: f = -6.0380 +4.8911 i angstrom
  phase shift (modulo 180): -39.009 degree
  cross section: 758.76 angstrom^2
a=-10 angstrom: f = +6.0380 +4.8911 i angstrom
  phase shift (modulo 180): +39.009 degree
  cross section: 758.76 angstrom^2
bound energy, a>0: -0.076200 eV
bound energy, a>0: -0.0028003 hartree
mean separation: 5.0000 angstrom
Finite cutoff, a=+10 angstrom
cutoff 1 1/angstrom:
  coupling g: -178.44161 eV angstrom^3
  f = -6.0865 +5.1458 i angstrom
  bound energy: -0.087734 eV
  effective range 4/(pi cutoff): 1.27324 angstrom
  a if g keeps its first value: 10.00000 angstrom
cutoff 10 1/angstrom:
  coupling g: -15.28124 eV angstrom^3
  f = -6.0432 +4.9158 i angstrom
  bound energy: -0.077186 eV
  effective range 4/(pi cutoff): 0.12732 angstrom
  a if g keeps its first value: 0.17154 angstrom
cutoff 100 1/angstrom:
  coupling g: -1.50649 eV angstrom^3
  f = -6.0385 +4.8935 i angstrom
  bound energy: -0.076297 eV
  effective range 4/(pi cutoff): 0.01273 angstrom
  a if g keeps its first value: 0.01584 angstrom
Zero-energy ladder cut short, cutoff 1 1/angstrom
a=+10 angstrom: rung ratio 1.18635 (no unit)
  5 interactions: m T/(4 pi) = -13.500 angstrom
  20 interactions: m T/(4 pi) = -294.978 angstrom
  40 interactions: m T/(4 pi) = -9291.181 angstrom
a=-10 angstrom: rung ratio 0.86424 (no unit)
  5 interactions: m T/(4 pi) = -5.178 angstrom
  20 interactions: m T/(4 pi) = -9.460 angstrom
  40 interactions: m T/(4 pi) = -9.971 angstrom
Gaussian wells tuned to a=+10 angstrom
  range 0.4 angstrom: bound energy -0.080769 eV
  range 0.2 angstrom: bound energy -0.078435 eV
```
